\section*{Band-energy form of the ultrasoft total energy and its double counting, part 2}

The problem is to obtain the total energy of a self-consistent ultrasoft-pseudopotential calculation from the eigenvalue sum $\sum_if_i\varepsilon_i$, which miscounts the electron interaction. Hartree atomic units are used (Ha, bohr). The ions are fixed and the occupations $f_i$ are given, with $N=\sum_if_i$.

The smooth orbitals obey $H\phi_i=\varepsilon_iS\phi_i$ and $\langle\phi_i|S|\phi_j\rangle=\delta_{ij}$, with $S=1+\sum_{nm}q_{nm}|\beta_n\rangle\langle\beta_m|$, localized projectors $\beta_n$ and $q_{nm}=\int Q_{nm}\,d^3r$. The fixed functions $Q_{nm}$ vanish outside the augmentation regions. The full valence density $n=n_{\rm soft}+n_{\rm aug}$ integrates to $N$, where $n_{\rm soft}=\sum_if_i|\phi_i|^2$, $n_{\rm aug}=\sum_{nm}\rho_{nm}Q_{nm}$ and $\rho_{nm}=\sum_if_i\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_i\rangle$. The energy is
\begin{equation}
\begin{split}
E={}&\sum_i f_i\langle\phi_i|T+V^0_{\rm NL}|\phi_i\rangle+\int V_{\rm loc}\,n\,d^3r\\
&+E_{\rm H}[n]+E_{\rm xc}[n+n_{\rm c}]+E_{\rm ion}.
\end{split}
\label{eq:E}
\end{equation}
Here $T$ is the kinetic energy operator, $V^0_{\rm NL}=\sum_{nm}D^0_{nm}|\beta_n\rangle\langle\beta_m|$ the bare nonlocal part, $V_{\rm loc}$ the local ionic potential, $E_{\rm H}$ the Hartree energy, $E_{\rm xc}$ the exchange-correlation energy, $E_{\rm ion}$ the ion-ion energy and $n_{\rm c}$ a fixed partial core density. With $V_{\rm Hxc}=V_{\rm H}[n]+V_{\rm xc}[n+n_{\rm c}]$ and $V_{\rm eff}=V_{\rm loc}+V_{\rm Hxc}$,
\begin{equation}
H=T+V_{\rm eff}+\sum_{nm}D_{nm}|\beta_n\rangle\langle\beta_m|,\qquad
D_{nm}=D^0_{nm}+\int V_{\rm eff}\,Q_{nm}\,d^3r .
\label{eq:D}
\end{equation}
Equivalently, $H=T+V^0_{\rm NL}+W[V_{\rm eff}]$, where $W[v]=v+\sum_{nm}(\int vQ_{nm}\,d^3r)|\beta_n\rangle\langle\beta_m|$ satisfies
\begin{align}
\sum_i f_i\langle\phi_i|W[v]|\phi_i\rangle
&=\int v\,n_{\rm soft}\,d^3r+\sum_{nm}\rho_{nm}\int vQ_{nm}\,d^3r\notag\\
&=\int v\,(n_{\rm soft}+n_{\rm aug})\,d^3r=\int v\,n\,d^3r .
\label{eq:lemma}
\end{align}

The opening argument tried a subtracted term
\begin{equation}
X=\int m(\mathbf r)\,V_{\rm Hxc}(\mathbf r)\,d^3r ,
\label{eq:X}
\end{equation}
with $m$ some electron density. A constant shift $c$ of $V_{\rm Hxc}$ raises the eigenvalue sum by $cN$ and must leave $E$ unchanged, so $\int m\,d^3r=N$; the shape of $m$ stayed open.

For one doubly occupied orbital without augmentation, core or ion-ion energy,
\begin{equation}
E=2\varepsilon-\int n\,(V_{\rm H}+V_{\rm xc})\,d^3r+E_{\rm H}+E_{\rm xc}.
\label{eq:simplexc}
\end{equation}
If $E_{\rm xc}[sn]=s^pE_{\rm xc}[n]$ for every positive $s$, then
\begin{equation}
\int nV_{\rm xc}\,d^3r=p\,E_{\rm xc}.
\label{eq:degree}
\end{equation}
Hartree energy has $p=2$ and local exchange $p=4/3$.

\subsection{Eliminating the one-electron terms}

Multiply each eigenvalue by its occupation and sum. Equation~\eqref{eq:lemma}, used with $v=V_{\rm loc}+V_{\rm Hxc}$, gives
\begin{equation}
\sum_if_i\varepsilon_i=\sum_if_i\langle\phi_i|T+V^0_{\rm NL}|\phi_i\rangle
+\int V_{\rm loc}\,n\,d^3r+\int V_{\rm Hxc}\,n\,d^3r .
\label{eq:bandsum}
\end{equation}
The first two terms on the right are the first two terms of the total energy \eqref{eq:E}. Solving for them and substituting gives
\begin{equation}
\boxed{E=\sum_if_i\varepsilon_i-\int n\,V_{\rm Hxc}\,d^3r+E_{\rm H}[n]+E_{\rm xc}[n+n_{\rm c}]+E_{\rm ion}}
\label{eq:band}
\end{equation}
at self-consistency. The density in the subtraction is the full augmented one because the eigenvalues contain $V_{\rm Hxc}$ twice: as a local potential acting on the smooth orbitals, and inside the screened coefficients $D_{nm}$. Both parts have to be removed. The local ionic potential is not subtracted, since its energy is linear in the density and is counted correctly by the eigenvalues.

For $Q_{nm}=0$ and one doubly occupied orbital, with no core and no ion-ion energy, Eq.~\eqref{eq:band} returns Eq.~\eqref{eq:simplexc}. Under a constant shift of $V_{\rm Hxc}$ its first two terms change by $cN$ and $-cN$, as the opening argument demands.

The functional can also be written with $V_{\rm loc}$ acting on $n_{\rm soft}$ alone. For fixed ions the energy is the same if the bare coefficients are redefined as $D^0_{nm}+\int V_{\rm loc}Q_{nm}$, because then
\begin{equation}
\int V_{\rm loc}n\,d^3r=\int V_{\rm loc}n_{\rm soft}\,d^3r+\sum_{nm}\rho_{nm}\int V_{\rm loc}Q_{nm}\,d^3r
\end{equation}
is merely divided differently between two terms. The screened $D_{nm}$, the eigenvalues and Eq.~\eqref{eq:band} do not change.

\subsection{What the wrong densities cost}

Suppose that $n_{\rm soft}$ replaces $n$ in the subtraction while everything else is kept. The result minus the correct energy is then
\begin{align}
\Delta_{\rm soft}&=\int(n-n_{\rm soft})V_{\rm Hxc}\,d^3r=\sum_{nm}\rho_{nm}\int V_{\rm Hxc}Q_{nm}\,d^3r\notag\\
&=\sum_{nm}\rho_{nm}\left(D_{nm}-D^0_{nm}-\int V_{\rm loc}Q_{nm}\,d^3r\right).
\label{eq:softerr}
\end{align}
The last line follows from Eq.~\eqref{eq:D}. The error is the part of the screened coefficients that comes from the electrons, weighted by the projector occupations. It is positive when $n_{\rm aug}$ and $V_{\rm Hxc}$ are both positive in the augmentation regions, as in the model atom below, but its sign is not fixed in general. A shift of $V_{\rm Hxc}$ by $c$ changes it by $c\int n_{\rm aug}$. In a periodic cell, where the average of the Hartree potential is set by convention, this error would therefore depend on the convention.

The partial core raises the opposite question. It is part of the argument of $V_{\rm xc}$, but the eigenvalues contain no core electrons, so it must not multiply the potential. If $n+n_{\rm c}$ did multiply $V_{\rm xc}$, the result would be off by
\begin{equation}
\Delta_{\rm core}=-\int n_{\rm c}V_{\rm xc}[n+n_{\rm c}]\,d^3r ,
\label{eq:coreerr}
\end{equation}
which is positive whenever $n_{\rm c}\ge0$ and the exchange-correlation potential is negative throughout the core.

\subsection{Before self-consistency}

During the iterations, the Hamiltonian is built from an input density $n_{\rm in}$, and its orbitals generate a different output density $n_{\rm out}$. Let $\varepsilon_i$ now be the eigenvalues for this input. Equation~\eqref{eq:lemma} involves the orbitals, so it supplies $n_{\rm out}$, while the potential is that of $n_{\rm in}$:
\begin{equation}
\sum_if_i\varepsilon_i=\sum_if_i\langle\phi_i|T+V^0_{\rm NL}|\phi_i\rangle
+\int\left(V_{\rm loc}+V_{\rm Hxc}[n_{\rm in}]\right)n_{\rm out}\,d^3r .
\end{equation}
Here $V_{\rm Hxc}[n_{\rm in}]$ includes the partial core in its exchange-correlation part. The functional \eqref{eq:E}, evaluated with the output orbitals, is therefore
\begin{equation}
\begin{split}
E_{\rm out}={}&\sum_if_i\varepsilon_i-\int n_{\rm out}V_{\rm Hxc}[n_{\rm in}]\,d^3r\\
&+E_{\rm H}[n_{\rm out}]+E_{\rm xc}[n_{\rm out}+n_{\rm c}]+E_{\rm ion}.
\end{split}
\label{eq:out}
\end{equation}
No closeness of the two densities was assumed. This also settles the shape of $m$ in Eq.~\eqref{eq:X}. For fixed orbitals, the functional knows nothing of the potential inserted in $H$. If that potential changes by an arbitrary $\delta v(\mathbf r)$, the sum of expectation values of $H$ changes by $\int n_{\rm out}\delta v$, and the subtraction must change by the same amount. This holds for every $\delta v$ only if $m=n_{\rm out}$ at each point.

The Harris--Foulkes form uses the input density throughout:
\begin{equation}
\begin{split}
E_{\rm HF}={}&\sum_if_i\varepsilon_i-\int n_{\rm in}V_{\rm Hxc}[n_{\rm in}]\,d^3r\\
&+E_{\rm H}[n_{\rm in}]+E_{\rm xc}[n_{\rm in}+n_{\rm c}]+E_{\rm ion}.
\end{split}
\label{eq:HF}
\end{equation}
Its first variation needs the change of the eigenvalues. Since $S$ is fixed, variation of $H\phi_i=\varepsilon_iS\phi_i$ and projection on $\phi_i$ give
\begin{equation}
\langle\phi_i|\delta H|\phi_i\rangle+\langle\phi_i|H-\varepsilon_iS|\delta\phi_i\rangle=\delta\varepsilon_i .
\end{equation}
The second term vanishes because $H-\varepsilon_iS$ is Hermitian and annihilates $\phi_i$. With $\delta H=W[\delta V_{\rm Hxc}]$, Eq.~\eqref{eq:lemma} yields $\sum_if_i\delta\varepsilon_i=\int n_{\rm out}\delta V_{\rm Hxc}$. The other terms vary by
\begin{equation}
-\int V_{\rm Hxc}\,\delta n_{\rm in}\,d^3r-\int n_{\rm in}\,\delta V_{\rm Hxc}\,d^3r+\int V_{\rm Hxc}\,\delta n_{\rm in}\,d^3r .
\end{equation}
The first and third cancel, and the total is
\begin{equation}
\delta E_{\rm HF}=\int(n_{\rm out}-n_{\rm in})\,\delta V_{\rm Hxc}\,d^3r .
\label{eq:dHF}
\end{equation}
At self-consistency this vanishes. If the input is displaced from there by a small fraction $\lambda$ of a fixed density difference, and the response is smooth, then $n_{\rm out}-n_{\rm in}$ is proportional to $\lambda$. Integration of Eq.~\eqref{eq:dHF} over $\lambda$ gives an error of order $\lambda^2$. The cancellation needs the full density response in $\delta\varepsilon_i$, which includes the change of the screened coefficients.

\subsection{A model atom}

A spherical model atom with round parameters puts numbers to these statements. One ion of charge 3 binds three valence electrons in two $s$ orbitals with $f=(2,1)$, and $E_{\rm ion}=0$. There are two projectors of radius 1.5 bohr and a partial core of charge 0.5. The functional is spin-unpolarized local exchange, and correlation is left out. Each $Q_{nm}$ is a product $a_na_m$, with one real localized function $a_n$ for each projector. The augmentation density is then $\sum_if_i|\sum_na_n\langle\beta_n|\phi_i\rangle|^2$, which cannot be negative. The orbitals are expanded in 20 sine functions in a sphere of radius 12 bohr. The digits below serve to compare expressions within this one discretized model. Doubling the number of sine functions changes the total energy by $4\times10^{-5}$ Ha. The wall matters more: a sphere of radius 24 bohr lowers the total energy by 0.002 Ha, the eigenvalues by 0.008 and 0.006 Ha, and the first screened coefficient by 0.004 Ha.

At self-consistency the augmentation charges and projector occupations, for the pairs 11, 12 and 22, are
\begin{align}
q&=(0.4000,\ 0.2221,\ 0.2000),\notag\\
\rho&=(0.5895,\ 0.6488,\ 0.7145).
\end{align}
The pair 12 occurs twice in the double sum, so the augmentation part holds
\begin{equation}
0.4000(0.5895)+2(0.2221)(0.6488)+0.2000(0.7145)=0.667
\end{equation}
electrons. The soft part holds 2.333, and together they make 3.000. The first screened coefficient is built from its bare value, the ionic part and the electronic part:
\begin{equation}
D_{11}=0.6000-1.4184+0.7062=-0.1122\ {\rm Ha},
\end{equation}
or $-0.1121$ Ha from unrounded terms. The ionic attraction outweighs both positive parts and reverses the sign of the bare coefficient.

The eigenvalues are $-0.62021$ and $-0.05554$ Ha, and $\sum_if_i\varepsilon_i=-1.29596$ Ha. The band form gives
\begin{equation}
\begin{split}
E&=-1.29596-3.63455+2.48009-1.31809\\
&=-3.7685\ {\rm Ha}=-102.547\ {\rm eV},
\end{split}
\end{equation}
where the terms are the eigenvalue sum, the double counting, $E_{\rm H}$ and the exchange energy $E_{\rm x}$. The terms of Eq.~\eqref{eq:E}, in the order kinetic, bare nonlocal, local, Hartree and exchange, give
\begin{equation}
0.89623+0.69779-6.52454+2.48009-1.31809=-3.7685\ {\rm Ha}.
\end{equation}
A more independent test minimizes the functional over $S$-orthonormal $s$ orbitals in the same basis, without using $H$ or its eigenvalues. The minimum agrees with the band form to $4\times10^{-10}$ Ha. A separate test compares $H$, with its screened coefficients, with finite differences of the energy at arbitrary orbitals, and the largest mismatch is $2.4\times10^{-8}$ Ha.

With the soft density alone in the double counting, the energy would be $-2.5469$ Ha. The error follows from Eq.~\eqref{eq:softerr} and the electronic parts of the three coefficients:
\begin{equation}
\begin{split}
\Delta_{\rm soft}&=0.7062(0.5895)+2(0.4157)(0.6488)+0.3722(0.7145)\\
&=1.222\ {\rm Ha},
\end{split}
\end{equation}
about 32\% of the magnitude of the total energy. The augmentation part holds 22\% of the electrons but 34\% of the double-counting integral. Per electron, $V_{\rm Hxc}$ averages $1.222/0.667=1.83$ Ha over the augmentation charge and $2.413/2.333=1.03$ Ha over the soft charge. The neglected charge thus sits where the interaction potential is high.

The scaling rule \eqref{eq:degree} checks the treatment of the core. The Hartree part of the double counting is $2E_{\rm H}=4.9602$ Ha, which leaves $3.6346-4.9602=-1.3256$ Ha for $\int nV_{\rm x}$. Local exchange has degree $4/3$ in its whole argument, so
\begin{equation}
\int(n+n_{\rm c})V_{\rm x}\,d^3r=\tfrac43(-1.3181)=-1.7575\ {\rm Ha}.
\end{equation}
The difference is $\int n_{\rm c}V_{\rm x}=-0.4319$ Ha. By Eq.~\eqref{eq:coreerr}, letting the core multiply the potential would raise the energy by this magnitude, and the numerical check finds a rise of $0.4318$ Ha.

Finally, take as input a Gaussian density holding three electrons. Equation~\eqref{eq:out} and direct evaluation of the functional both give $-3.7055$ Ha, which is $0.0630$ Ha above the self-consistent energy. The Harris--Foulkes value is $-3.9804$ Ha, or $0.2119$ Ha below it. This input is far from self-consistency, and here the output form is the closer of the two. When the Gaussian is mixed into the self-consistent density with weights $\lambda=0.010$ and $0.005$, the Harris--Foulkes errors are $-2.221\times10^{-5}$ and $-5.543\times10^{-6}$ Ha. Their ratio is 4.007, close to the value 4 of a quadratic error.

\subsection{Where the form needs more terms}

The derivation used the fact that the whole interaction energy depends on the orbitals through $n$. A functional that also depends on the kinetic energy density $\tau=\frac12\sum_if_i|\nabla\phi_i|^2$ violates this. Let $v_\tau=\delta E_{\rm xc}/\delta\tau$. The Hamiltonian then gains the operator $-\frac12\nabla\cdot v_\tau\nabla$, whose contribution to the eigenvalue sum is, after integration by parts with vanishing or periodic boundary terms,
\begin{equation}
-\frac12\sum_if_i\int\phi_i^*\nabla\cdot(v_\tau\nabla\phi_i)\,d^3r=\int v_\tau\,\tau\,d^3r .
\end{equation}
This integral must be subtracted as well. If $\tau$ is itself augmented, the argument that led to Eq.~\eqref{eq:lemma} applies to it too, and the augmented $\tau$ enters the subtraction.

Fractional occupations cause no difficulty for Eqs.~\eqref{eq:band} and \eqref{eq:out}, since the elimination of the one-electron terms holds for any given $f_i$. If the occupations come from a thermal distribution, Eq.~\eqref{eq:band} gives the internal energy, and the free energy requires the entropy term in addition. Equation~\eqref{eq:dHF} was derived for fixed $f_i$. Thermal occupations change with the input density and add $\sum_i\varepsilon_i\,\delta f_i$ to it, so the Harris--Foulkes internal energy then has an error of first order in $\lambda$. The variation of the entropy term cancels this sum, and the second-order error holds for the free energy.

\section*{Calculated quantities}
\begin{verbatim}
Matrices are listed as 11, 12, 22
sphere radius, grid step, projector radius: 12.00 0.03 1.50 bohr
width in V_loc, core width, trial width: 0.80 0.50 1.50 bohr
ionic charge, partial-core charge: 3.00 0.50 e
sine functions: 20; SCF iterations: 73
occupations: 2.0 1.0 electrons
augmentation charges q: 0.400000 0.222105 0.200000 e
projector occupations rho: 0.589478 0.648783 0.714504 (dimensionless)
bare D0: 0.600000 0.100000 0.300000 Ha
integral V_loc Q: -1.418358 -0.856433 -0.761605 Ha
integral V_Hxc Q: 0.706230 0.415666 0.372172 Ha
screened D: -0.112128 -0.340768 -0.089433 Ha
eigenvalues: -0.620212 -0.055535 Ha
soft, augmentation, total charge: 2.333112 0.666888 3.000000 electrons
direct terms: kinetic, bare nonlocal, local, Hartree, exchange: 0.896230 0.697794 -6.524535 2.480088 -1.318091 Ha
direct sum at self-consistency: -3.768515 Ha
sum f eps: -1.295960 Ha
integral n V_Hxc: 3.634551 Ha
  soft part, augmentation part: 2.412973 1.221579 Ha
E_H, E_x: 2.480088 -1.318091 Ha
band-form total energy: -3.768515 Ha
band-form total energy: -102.5465 eV
minimum of functional, no eigenvalues used: -3.768515 Ha
band form minus minimum: -4.0e-10 Ha
energy with soft-only double counting: -2.546936 Ha
its error from screened coefficients: 1.221579 Ha
error if n_core also multiplies V_x: 0.431831 Ha
trial input: band form with n_out, direct functional: -3.705495 -3.705495 Ha
trial input: Harris-Foulkes energy: -3.980375 Ha
density admixtures: 0.010 0.005 (dimensionless)
Harris-Foulkes errors: -2.2210e-05 -5.5430e-06 Ha
ratio of these errors: 4.007 (dimensionless)
largest gradient mismatch: 2.4e-08 Ha
largest Hartree-potential error, Gaussian test: 4.6e-08 Ha
\end{verbatim}
